# The Field-Emission Factor x/sin x and Its Breakdown at x = π, part 2

A plane metal surface at temperature \(T\) emits electrons in a strong field. The linear thermal factor \(x/\sin x\) has a pole at \(x=\pi\), and a curved formula replaces it there. Both are now to be tested against the whole barrier.

The normal energy \(W\) is measured from the Fermi level, \(E_\perp\) is the transverse energy, and \(z\) points into vacuum. The band bottom lies at \(-B\), and \(m\) is the electron mass. The emitted current density is

\[
J=A\int N(W)\,D(W)\,dW ,
\]

with \(A=1.618\times10^{10}\ \mathrm{A\,cm^{-2}\,eV^{-2}}\), supply \(N(W)=k_BT\ln(1+e^{-W/k_BT})\), occupation \(f(W)=-N'(W)\) and transmission \(D\), equal to \(e^{-G}\) well below the barrier top.

The barrier is \(V(z)=\phi-Fz-Q/z\), with work function \(\phi\), \(F\) the field times the charge \(e\), and \(Q=0.360\) eV nm. With \(h=\phi-W\), \(z=\frac{h}{2F}-a\cos\theta\) and \(a^2=\frac{h^2-4FQ}{4F^2}\),

\[
G=\frac{2\sqrt{2mF}}{\hbar}\,a^2\!\int_0^\pi\frac{\sin^2\theta}{\sqrt{z}}\,d\theta,
\qquad
-G'=\frac{1}{\hbar}\sqrt{\frac{2m}{F}}\int_0^\pi\!\sqrt{z}\;d\theta .
\]

Near the Fermi level,

\[
G(W)\simeq b-\frac Wd+\frac{W^2}{2s^2}.
\]

Dropping the last term gives \(J=J_0\,x/\sin x\) for \(0<p<1\), where \(J_0=A\,d^2e^{-b}\), \(p=k_BT/d\) and \(x=\pi p\). Its integrand splits into a tail and a remainder \(r\):

\[
N(W)e^{W/d}=k_BTe^{-\lambda W}\Theta(W)+r(W),
\]

where \(\Theta\) is the unit step and \(\lambda=1/k_BT-1/d\). The tail's share of \(J/J_0\) is \(p^2/(1-p)\), and the remainder's is

\[
R(p)=\frac{x}{\sin x}-\frac{p^2}{1-p}.
\]

With \(q=1-p\), its series at the pole is

\[
R=1+\left(\frac{\pi^2}{6}-1\right)q+O(q^2).
\]

Applying the quadratic term to the tail alone gives the curved formula

\[
\frac{J}{J_0}\simeq\frac{x}{\sin x}-\frac{p^2}{1-p}+p\,\frac sd\sqrt{\frac\pi2}\;\mathrm{erfcx}\!\left(\frac{\lambda s}{\sqrt2}\right),\qquad 0<p<2 ,
\]

where \(\mathrm{erfcx}(y)=e^{y^2}\mathrm{erfc}(y)\).

The example has \(\phi=4.5\) eV, a field of 3 V/nm, \(B=10\) eV, \(b=15.854\), \(1/d=7.529\ \mathrm{eV^{-1}}\), \(d=0.1328\) eV, \(s=1.157\) eV, \(s/d=8.72\) and \(J_0=37.2\ \mathrm{A/cm^2}\). Its barrier top is at 2.42 eV and its pole at 1541 K.

### Size of the remaining error

The terms of \(G\) beyond the quadratic and the saturation of \(D\) are judged below, by comparison with the whole barrier; near the pole they dominate the error. For a purely quadratic exponent, the leading omission is the effect of the Gaussian on \(r\), which changes \(J/J_0\) by

\[
-\frac{1}{2s^2d^2}\int W^2r(W)\,dW .
\]

As \(T\to0\), the tail disappears and \(r=-We^{W/d}\) for \(W<0\). The integral is then \(\int_0^\infty w^3e^{-w/d}dw=6d^4\), and the change is \(-3(d/s)^2=-0.0395\). For a quadratic exponent, direct quadrature was compared with the formula at \(p=0.3\), 0.8, 1.0 and 1.1, for \(s/d=8.72\) and 30. The absolute difference in \(J/J_0\) stayed below \(3.5(d/s)^2\).

The same small term explains why the whole-barrier current at \(T=0\), 35.8 A/cm², lies 3.7% below \(J_0\). It also affects the choice of reference. If curvature lowers \(J/J_0\) by nearly the same amount \(\epsilon=0.0395\) at 0 and 300 K, the ratio of the two currents is

\[
\frac{J(300\ \mathrm K)}{J(0)}\simeq\frac{1.065-0.0395}{1-0.0395}=1.068,
\]

which is the whole-barrier value. The linear factor is thus more accurate for the temperature ratio than for the current itself.

### When the linear factor may be used

For large argument, \(\mathrm{erfcx}(y)\simeq(1-1/2y^2)/(y\sqrt\pi)\). With \(y=\lambda s/\sqrt2\), the curved tail becomes

\[
\frac{p^2}{1-p}\left[1-\frac1{(\lambda s)^2}+\dots\right].
\]

The linear law near its pole therefore requires \(\lambda s\gg1\), where

\[
\lambda s=\frac sd\left(\frac1p-1\right).
\]

Equivalently, the tail's decay energy \(1/\lambda\) must be small compared with \(s\). At 900 K, \(p=0.584\) and \(\lambda s=6.2\). The tail's share is \(p^2/(1-p)=0.82\), and its expected reduction is \(0.82/6.2^2=0.021\). The linear and curved factors are 1.900 and 1.880, which differ by 0.020. At 1400 K, \(p=0.908\) and \(\lambda s=0.88\). The linear tail would extend over 1.3 eV, more than \(s\), and the expansion is no longer useful.

### Comparison with the whole barrier

The whole-barrier current uses the integrals for \(G\) without expansion in \(W\), and

\[
D(W)=\frac1{1+e^{G(W)}},
\]

which reduces to \(e^{-G}\) far below the top and equals one half at the top, where \(G=0\). Between the top and \(W=\phi\), \(a^2<0\) and the points \(z\) are complex with positive real part. Those at \(\theta\) and \(\pi-\theta\) are complex conjugates, so \(G\) remains real; it is negative there. For \(W>\phi\) the path crosses the negative real axis, the principal square root drives \(G\) back toward zero, and beyond \(\phi+2\sqrt{FQ}=6.58\) eV \(a^2\) is positive again. The angular integral should not be used in that range. Here \(G\) is held at its value at \(W=4.2\) eV, \(-8.0\), for all higher energies, where \(D\) is already close to one; this choice does not affect the digits in the table. This treats the passage over the top within WKB. It does not include reflection caused by the metal's inner potential.

With the field and work function held fixed, the values of \(J/J_0\) are:

| T (K) | p | x/sin x | curved | whole barrier |
|---:|---:|---:|---:|---:|
| 300 | 0.195 | 1.065 | 1.065 | 1.029 |
| 900 | 0.584 | 1.900 | 1.880 | 1.843 |
| 1200 | 0.779 | 3.82 | 3.50 | 3.46 |
| 1400 | 0.908 | 10.05 | 6.59 | 6.44 |
| 1541 | 1 | diverges | 11.9 | 11.2 |
| 1800 | 1.168 | −7.29 | 50.9 | 37.4 |

Relative to the whole-barrier ratio \(J(T)/J(0)\), the linear factor is 10% too large at 1244 K, where \(p=0.81\). This threshold belongs to the present barrier. For another one, \(\lambda s\) is the quantity to examine, because the range of \(p\) in which the linear factor fails depends on \(s/d\).

At the pole the curved formula is 6% above the whole-barrier result, which corresponds to 417 A/cm². At 1800 K it is 36% too high. Part of the reason is visible at the barrier top, where the quadratic expression gives

\[
\ln D=-15.854+2.422\times7.529-\frac{2.422^2}{2\times1.157^2}\simeq0.19 .
\]

This means \(D\simeq1.2\), whereas the whole-barrier expression gives one half. The higher terms of \(G\) and the saturation of \(D\) both enter this difference, and the calculation does not separate their effects on the current.

### Where the electrons come from beyond the pole

Above the pole temperature, the normal-energy spectrum \(N(W)D(W)\) can have its maximum well above the Fermi level. Where \(W\gg k_BT\) and \(D\ll1\), its logarithm is \(-W/k_BT-G(W)\) plus a constant. Setting the derivative to zero,

\[
-G'(W^*)=\frac1{k_BT}.
\]

This is a maximum because \(G''>0\). The condition has the same form as \(d=k_BT\), but with the slope taken at \(W^*\) instead of at the Fermi level. At the pole temperature it would give \(W^*=0\), but there the supply is not yet a Boltzmann tail. With the full supply and \(D=e^{-G}\), the maximum obeys \(-G'(W)\,N(W)=f(W)\). It passes the Fermi level when \(k_BT\ln2/d=1/2\), that is, at \(p=1/(2\ln2)\simeq0.72\), before the pole is reached. As the temperature rises further, the maximum moves up the barrier.

With the quadratic exponent \(-G'=1/d-W/s^2\), so \(W^*=-\lambda s^2\). At 1800 K, \(\lambda=7.529(1/1.168-1)=-1.08\ \mathrm{eV^{-1}}\) and \(W^*\simeq1.45\) eV. The slope of the full barrier gives 1.36 eV, and the maximum of the spectrum computed with the WKB transmission lies at 1.35 eV. Both are below the barrier top at 2.42 eV, so the most probable normal energy still belongs to tunnelling. The rule no longer applies when \(W^*\) approaches the top.

### Dependence on field

For the triangular barrier, \(d=\hbar F/(2\sqrt{2m\phi})\) is proportional to the field. Image rounding changes this little in the example. With \(\phi\) fixed, fields of 2, 3 and 5 V/nm give \(d=0.089\), 0.133 and 0.218 eV, and pole temperatures of 1037, 1541 and 2528 K. A stronger field shortens the barrier and weakens the dependence of transmission on energy, so more heat is needed before the tail takes over.

### The model beside a real metal tip

A work function near 4.5 eV and a surface field of a few V/nm are plausible values for a metal field emitter. At 300 K the model gives 38 A/cm² and a thermal increase of about 7% over \(T=0\). This current density is low for a strongly driven tip: 1 µA from 100 nm² would be \(10^6\) A/cm². Real tips break the assumption of a plane, uniform surface. A 50 nm radius multiplies \(J_0\) by 0.56, and a work function higher by 0.1 eV multiplies it by 0.46, each with the apex field held at 3 V/nm. The current is therefore much less certain than the thermal factor at room temperature.

The tip estimate uses the potential of a charged sphere of radius \(R\),

\[
V(z)=\phi-\frac{FzR}{R+z}-\frac{Q}{z(1+z/2R)} .
\]

The field falls away from the surface and the barrier widens. The energy \(d\) drops to 0.128 eV, which moves the pole to \(1541\times0.1278/0.1328\simeq1480\) K.

The accuracy of WKB was examined by solving the wave equation through the planar barrier, joined to a constant potential 10 eV below the Fermi level. The transmission at the Fermi level is 0.88 of \(e^{-b}\), and its logarithmic slope gives \(d=0.137\) eV, 3% above the WKB value. The first number depends on the depth assumed for the inner potential: it is 1.23 for 5 eV and 0.72 for 15 eV, while \(d\) stays at 0.137 eV. The corresponding pole lies near 1590 K. These shifts limit the precision with which the pole temperature should be read. They do not set the accuracy of the currents at and above that temperature, which come mostly from energies well above the Fermi level. There the wave transmission falls further below the WKB value, to 0.68 of it at 1 eV and 0.51 at 2 eV for the 10 eV inner potential. The current then lies below the whole-barrier value by 7% at 300 K, 26% at the pole and 34% at 1800 K, and the maximum of the 1800 K spectrum moves from 1.35 eV to about 1.0 eV. For a 5 eV inner potential the current is 30% higher at 300 K, unchanged within 1% at the pole and 14% lower at 1800 K.

A small band mass \(m_b\) restricts the transverse wave vectors. At the Fermi level the largest \(E_\perp\), expressed with the vacuum mass, is \((m_b/m)B\). The weight \(e^{-E_\perp/d}\) then loses the fraction \(e^{-(m_b/m)B/d}\). For \(m_b/m=0.1\) and \(B=10\) eV this is \(5\times10^{-4}\). The smallness comes from the deep band: with the same mass and \(B=1\) eV the fraction is 0.47. The estimate covers the supply but not the changed matching at the surface.

Space charge is bounded by the charge in flight. A density \(J\) crossing a gap in time \(\tau\) stores \(J\tau\) per unit area, and it lowers the cathode field by at most \(J\tau/\varepsilon_0\). For 417 A/cm² and a planar 1 µm gap, the relative reduction is below \(10^{-5}\). The real band structure of the metal, its surface states, self-heating and changes of tip shape are not sized here.

### Implementation

1. Compute \(b\), \(d\) and \(s\) from the barrier actually used. A slope taken from a different barrier shifts both \(J_0\) and the pole; an exponent taken from a different barrier shifts \(J_0\).
2. Evaluate \(p\) and, for \(p<1\), \(\lambda s\). Use \(x/\sin x\) for the ratio \(J(T)/J(0)\) when \(\lambda s\) is large enough for the accuracy required. The current \(J_0\,x/\sin x\) also carries the error of \(J_0\), a fraction of about \(3(d/s)^2\) that remains even when \(\lambda s\) is large. Reject it for \(p\ge1\), even where it returns a positive number.
3. Near the pole, the curved formula gives an estimate. At the pole it is 6% above the whole-barrier value in the example, and the error grows when a stronger field lowers the barrier top, to 16% at 4 V/nm and 31% at 5 V/nm for the same work function. If that is not accurate enough, integrate as in step 4. Within about \(10^{-5}\) of \(p=1\), replace \(R(p)\) by its series, since two large numbers cancel there. For positive arguments, call a scaled function for \(\mathrm{erfcx}\), because \(e^{y^2}\) alone can overflow.
4. Once the spectrum reaches the barrier top, integrate \(N(W)D(W)\) numerically. Evaluate \(\ln(1+e^{-W/k_BT})\) in a form that does not overflow at large negative \(W\).

The remaining values for the example are in the numerical output below.

## Computed results

```
work function 4.50 eV, field 3.00 V/nm, band depth 10.0 eV
image constant Q = 0.3600 eV nm
barrier top above Fermi level = 2.422 eV
exponent b = 15.854
slope 1/d = 7.529 1/eV, d = 0.1328 eV
curvature energy s = 1.157 eV, s/d = 8.72
3*(d/s)^2 = 0.0395
prefactor e*m/(2 pi^2 hbar^3) = 1.6183e+10 A/(cm^2 eV^2)
J0 (linear exponent, T=0) = 37.17 A/cm^2
J (whole barrier, T=0) = 35.81 A/cm^2
pole temperature d/k = 1541 K
columns: T(K), p, x, x/sin x, curved J/J0, whole-barrier J/J0, J(T)/J(0)
  300 0.195 0.612    1.065   1.065   1.029   1.068
  600 0.389 1.223    1.301   1.300   1.263   1.311
  900 0.584 1.835    1.900   1.880   1.843   1.914
 1200 0.779 2.446    3.817   3.500   3.455   3.586
 1400 0.908 2.854   10.052   6.586   6.436   6.681
 1800 1.168 3.669   -7.289  50.890  37.421  38.844
at the pole: curved J/J0 = 11.92
at the pole: whole-barrier J/J0 = 11.21
at the pole: whole-barrier J = 417 A/cm^2
growth of J/J0 at p=1, cutoff from 10 d to 20 d = 10.0000
x/sin x is 10% above J(T)/J(0) at 1244 K, p = 0.807
300 K current, whole barrier = 38.23 A/cm^2
1800 K: spectrum peak 1.345 eV, slope rule 1.356 eV
field 2.0 V/nm: d = 0.0894 eV, pole at 1037 K
field 5.0 V/nm: d = 0.2178 eV, pole at 2528 K
wave solution: D/exp(-b) = 0.880, d = 0.1370 eV
tip radius 50 nm: J0 ratio 0.556, d = 0.1278 eV
work function +0.1 eV: J0 ratio 0.460
band mass ratio 0.1: fraction of supply lost 5.4e-04
space charge, 1 um gap, at pole: dF/F < 9.7e-06
```
